Mean barrier height, the triangular tunnel barrier and Simmons' correction factor

**Question**

I am working on electron injection through the tunnel oxide of a charge-trap memory cell. At high field the barrier is a triangle, and an exercise tells me to replace the square root of the barrier height in the WKB exponent by the square root of the mean height. I should find that the exponent comes out about 6 percent too large, and that this explains the correction factor β in Simmons' tunnelling formula.

I don't see where the 6 percent comes from, since I have used the correct mean. The high-field form of Simmons' formula has β = 23/24, which is a change of only about 4 percent. Is one of the two numbers wrong? And does a few percent matter, when I hardly know the barrier that well?

**Answer**

Both numbers are right, but they answer different questions. The 6 percent is the full error of the mean-height replacement. The factor 23/24 is a second-order estimate of the correction, and it leaves part of the error in place. The error matters because it sits in an exponent.

**The exponent of the triangle**

Let φ(x) be the height of the barrier above the energy of the tunnelling electron. Take a constant tunnelling mass m and a uniform field of strength F, and leave out the image force for now. With e the elementary charge,

φ(x) = φ0 − eFx = φ0(1 − x/w), w = φ0/(eF).

The electron enters at x = 0 and leaves the forbidden region at x = w. This requires the voltage drop over the oxide to exceed φ0/e; otherwise the oxide ends before φ reaches zero and the barrier is a trapezoid.

Inside the barrier the wave decays at the rate κ = √(2mφ)/ħ. The transmission probability is the square of an amplitude, so its exponent carries a factor 2:

T ~ e^(−G), G = 2 ∫₀^w κ dx = (2√(2m)/ħ) ∫₀^w √φ dx.

Substitute s = 1 − x/w, so that dx = −w ds. The minus sign is used up by exchanging the limits:

∫₀^w √φ dx = w√φ0 ∫₀¹ √s ds = (2/3) w√φ0.

With κ0 = √(2mφ0)/ħ, the decay rate at the top of the barrier, this gives

G = (4/3) κ0 w.

Now make the replacement. The mean height is

φ̄ = (1/w) ∫₀^w φ dx = φ0 ∫₀¹ s ds = φ0/2.

Keeping the width w fixed, the approximate exponent is

G_mean = 2w √(2mφ0/2)/ħ = 2κ0w/√2 = √2 κ0 w.

The ratio contains neither the height, the field nor the mass:

G_mean/G = √2/(4/3) = 3√2/4 = 3/(2√2) = 1.0607.

The mean-height exponent is therefore 6.07 percent too large, relative to the WKB integral.

**Why the correct mean gives the wrong exponent**

The exponent needs the mean of the square root, and you have used the square root of the mean. Write ⟨…⟩ for an average over the width of the barrier. The variance of √φ is

⟨(√φ − ⟨√φ⟩)²⟩ = ⟨φ⟩ − 2⟨√φ⟩² + ⟨√φ⟩² = ⟨φ⟩ − ⟨√φ⟩².

A variance cannot be negative, so √⟨φ⟩ ≥ ⟨√φ⟩, with equality for a flat barrier. For any other shape, with the width kept, the mean height overestimates the WKB exponent.

For the triangle, ⟨φ⟩ = φ0/2 and ⟨√φ⟩² = (4/9)φ0. The difference is φ0/18, and the ratio is (1/2)/(4/9) = 9/8. Its square root is the 1.0607 found above.

**Where 23/24 comes from**

Define the factor that repairs the replacement:

β = ⟨√φ⟩/√φ̄, so that G = β G_mean.

For the triangle

β = (2/3)/(1/√2) = 2√2/3 = 0.9428.

Mind the reference of each percentage. G_mean is 6.07 percent above G, while G is 5.7 percent below G_mean.

Simmons' factor approximates β for a general barrier by an expansion about the mean height. Write φ = φ̄(1 + u), so u is the relative deviation from the mean and ⟨u⟩ = 0. Then

√φ = √φ̄ √(1 + u) = √φ̄ (1 + u/2 − u²/8 + …).

Averaging removes the linear term. Stopping at second order leaves

β₂ = 1 − ⟨u²⟩/8 = 1 − (1/(8φ̄²w)) ∫₀^w (φ − φ̄)² dx.

In the triangle u falls linearly from +1 at the entrance to −1 at the exit. It is spread evenly over that interval, so

⟨u²⟩ = (1/2) ∫₋₁¹ u² du = 1/3,

β₂ = 1 − 1/24 = 23/24 = 0.9583.

That is your 4 percent. Multiplying the mean-height exponent by β₂ gives

β₂ G_mean/G = 0.9583 × 1.0607 = 1.0165.

About 1.65 percent of excess remains. Simmons' factor is thus explained by the difference between the two averages, but 23/24 does not remove that difference completely.

**What the second-order factor misses**

The next terms of the square root are

+u³/16 − 5u⁴/128 + 7u⁵/256 − 21u⁶/1024 + …

Odd powers average to zero over the symmetric interval, and ⟨u⁴⟩ = 1/5, ⟨u⁶⟩ = 1/7. Hence

β = 1 − 1/24 − 1/128 − 3/1024 − …

The partial sums are 0.9583, 0.9505 and 0.9476 through orders 2, 4 and 6, on the way to 0.9428. The approach is slow because u reaches −1 at the exit, where √(1 + u) has a vertical tangent that no polynomial can follow.

You can locate the error by splitting the barrier at its mean height. The difference β − β₂ is the average of

r(u) = √(1 + u) − (1 + u/2 − u²/8).

The low half of the barrier, −1 < u < 0, contributes

(1/2)[2/3 − (1 − 1/4 − 1/24)] = (1/2)(16/24 − 17/24) = −1/48 = −0.0208.

The high half, 0 < u < 1, contributes

(1/2)[(2/3)(2√2 − 1) − (1 + 1/4 − 1/24)] = +0.0053.

The sum is −0.0155, which is 0.9428 − 0.9583. The excess left by 23/24 therefore comes from the low part of the barrier near the exit, and the high part cancels about a quarter of it. At the exit itself the second-order formula gives 1 − 1/2 − 1/8 = 3/8 where the true square root is zero.

**Lower voltage: the trapezoid**

If the voltage drop V over the oxide is below φ0/e, the height falls from φ1 = φ0 to φ2 = φ0 − eV. Define

δ = (φ1 − φ2)/(φ1 + φ2) = eV/(2φ0 − eV).

Now u = δs, with s spread evenly between −1 and 1. The integral can again be done in closed form:

β = (1/2) ∫₋₁¹ √(1 + δs) ds = [(1 + δ)^(3/2) − (1 − δ)^(3/2)]/(3δ).

Since ⟨u²⟩ = δ²/3, the second-order factor is

β₂ = 1 − δ²/24.

For δ → 0 the barrier is flat and both factors tend to 1. For δ = 1 the formulas return 2√2/3 and 23/24.

In between, β falls steadily. To see this, look at the coefficient of uⁿ in √(1 + u), which is

(1/2)(−1/2)(−3/2)…(3/2 − n)/n!

It contains n − 1 negative factors. For even n ≥ 2 that is an odd number, so every even coefficient after the first term is negative, and each term lowers β further as δ grows. Among barriers with a straight top, the triangle is therefore the worst case for the mean-height replacement.

For φ0 = 3 eV the numbers are:

V = 1 V: δ = 0.2, mean-height excess 0.17 percent
V = 2 V: δ = 0.5, mean-height excess 1.11 percent
V = 3 V: δ = 1, mean-height excess 6.07 percent

At 1 V and 2 V, β and β₂ differ by less than 0.001, so Simmons' second-order factor is very good there. Most of the error appears as the low end of the barrier approaches zero. At still higher voltage the triangle becomes narrower but keeps its shape, so β stays at 0.9428.

**What 6 percent does to the current**

Take φ0 = 3.0 eV, m = 0.40 electron masses, F = 10 MV/cm and an oxide 5.0 nm thick. The field equals 1 V/nm, so the oxide drop is 5.0 V. This exceeds 3.0 V, and the barrier is a triangle of width w = 3.00 nm. The decay rate at the top is κ0 = 5.612 nm⁻¹. Then

G = (4/3) × 5.612 × 3.00 = 22.45,

G_mean = √2 × 5.612 × 3.00 = 23.81,

β₂ G_mean = 0.9583 × 23.81 = 22.82.

With the same prefactor in each case, the mean-height formula gives a current too small by

e^(23.81 − 22.45) = 3.9.

With 23/24 the current is still too small, by a factor of 1.45.

The factor 3.9 is not universal. The relative error of the exponent is fixed, so for an unchanged prefactor the current error is e^(0.0607 G) and grows with G. At 5 MV/cm, with the same height and mass, w and G both double and the error becomes 3.9² ≈ 15. The triangle is then 6 nm wide, so that case needs an oxide thicker than 6 nm.

The error can also hide in a fitted parameter. Suppose you hold φ0 and F fixed and adjust the mass until the mean-height exponent equals the correct G. Since G_mean is proportional to √m,

√(m_fit/m) = G/G_mean = 2√2/3, so m_fit = (8/9)m.

The fit returns 0.356 electron masses instead of 0.40 and looks perfectly good. If you hold φ0 and m fixed instead, both exponents are proportional to 1/F, and the mean-height formula needs 10.61 MV/cm to reach the exponent that belongs to 10 MV/cm.

**Is the WKB integral the right reference?**

The comparison so far is between two approximate exponents. The triangle allows an independent decision, because its Schrödinger equation can be solved with Airy functions. With

a³ = 2meF/ħ², ζ = a(w − x),

the equation ψ″ = κ²ψ becomes d²ψ/dζ² = ζψ, with the solutions Ai(ζ) and Bi(ζ). Let the uniform field continue behind the barrier. The combination

ψ = Bi(ζ) + i Ai(ζ)

then has a phase that increases with x far beyond the exit, so it is the outgoing wave. Its flux, in units of ħ/m, is

Im(ψ* dψ/dx) = a(Ai Bi′ − Ai′ Bi) = a/π,

where a prime on Ai or Bi means d/dζ. The last step uses the Wronskian of the Airy functions, which is 1/π.

In a flat emitter with wave number k and the same mass, the wave is A e^(ikx) + B e^(−ikx). Matching ψ and dψ/dx at x = 0 and eliminating B gives

A = (1/2)[ψ(0) + ψ′(0)/(ik)], T = a/(πk|A|²),

where ψ′(0) means dψ/dx at the entrance.

For a kinetic energy of 0.2 eV in the emitter, T = 1.753 × 10⁻¹⁰ at 10 MV/cm and 3.096 × 10⁻²⁰ at 5 MV/cm. The logarithm of their ratio can be compared with the change of each exponent:

exact solution: 22.457
from G: 22.449
from G_mean: 23.810

The exact transmission follows the WKB integral and excludes the mean-height exponent. The small difference of 0.008 means that the prefactor T e^G changes by less than 1 percent between the two fields. At 10 MV/cm this prefactor is 0.98.

That it lies so close to 1 is an accident of the chosen kinetic energy and of the equal masses in emitter and oxide. For large G, Ai is negligible at the entrance, Bi(ζ) ≈ e^(G/2)/(√π ζ^(1/4)) there, and ψ′(0) ≈ −κ0ψ(0). Inserting this in the formula for T, with aζ^(1/2) = κ0 at the entrance, gives

T ≈ [4kκ0/(k² + κ0²)] e^(−G) = [4√(Eφ0)/(E + φ0)] e^(−G),

where E is the kinetic energy in the emitter. The bracket is 0.97 for E = 0.2 eV, but it would be 2 for E = φ0. With E and φ0 held fixed, as in this model, it does not depend on the field, so it cancels in the comparison above. At a real silicon surface they are not fixed: the electrons occupy a confined level whose energy rises with the field. A triangular-well estimate puts it at roughly 0.25 to 0.4 eV above the band edge at an oxide field of 10 MV/cm. If φ0 is counted from the band edge, the barrier seen by the electron is lower by that amount, and the exponent falls by roughly 12 to 19 percent. This simple form of T was derived for large G, so it should not be relied on once G is no longer much greater than 1.

**How this compares with a real oxide**

The parameters are round values in the range used for electrons entering silicon dioxide from silicon, where the barrier is roughly 3 eV and the fitted mass roughly 0.4 to 0.5 electron masses. A field of 10 MV/cm is high, close to the rough breakdown range of the oxide, and suits short programming pulses rather than continuous stress. A real barrier is not a sharp triangle, and neglected effects can change the exponent by more than 6 percent. Two of them are:

1. The image force rounds the barrier. For an ideal-metal emitter and a relative optical permittivity of 2.2, the peak drops by 0.81 eV and the WKB exponent falls from 22.45 to 20.06, which is 10.6 percent. The current rises by a factor of about 11. A silicon emitter screens less completely than a metal, so this is an upper estimate for the chosen permittivity. With a relative permittivity of 11.7 for silicon, the exponent falls by 7.6 percent instead, and a larger permittivity of the oxide reduces the effect further.

2. The decay rate also feels the valence band of the oxide. With κ² = 2mφ(1 − φ/E_g)/ħ², a gap E_g = 9 eV and the same mass at the band edge, the exponent is 20.05, or 10.7 percent lower. If your mass was fitted with the simple constant-mass formula, it may already contain most of this effect, and you should not count it twice.

Two further effects are smaller in this model. For a metal-like emitter, with the Fermi level several eV above the band bottom, thermal spread raises the current by a factor of 1.16 at 300 K and 1.24 at 358 K, relative to 0 K. These values do not carry over to a shallow Fermi sea such as a silicon surface: with the Fermi level held 0.1 eV above the band bottom, the same model gives 1.5 and 1.7. Reflection where the oxide ends, for an assumed downward step of 1 eV into the trap layer, changes the transmission by a factor of 1.08 at 5.0 nm. This factor oscillates with the oxide thickness: between 3.2 and 8 nm it ranges from about 0.6 to 1.4. Charge already trapped in the cell is not included either. At a given gate voltage, trapped electrons lower the field in the tunnel oxide during programming, while trapped holes raise it. This need not be a small effect: since G is proportional to 1/F, a field lower by about 6 percent changes the exponent as much as the mean-height replacement does.

So you are right that the barrier is not known to 6 percent. That is no reason to keep the mean-height error. At a given field and band-edge mass, the image force and the valence band both lower the exponent below that of the ideal triangle, so neglecting them already leaves the exponent too large. The mean height raises it further, so the errors do not cancel. Suppose instead that your mass was fitted with the correct exponent of the simple triangle, to the slope of ln(J/F²) against 1/F, where J is the current density. It then absorbs most of the valence-band effect but little of the image force, whose reduction of the exponent hardly depends on the field and so looks like a larger prefactor. With such a mass, the mean height brings in a new error of 6 percent. Nor does rounding remove the error: for the image-rounded barrier, the mean height between its own turning points still overestimates the WKB exponent by 5.4 percent.

For a triangular barrier the integral is elementary, so use G = (4/3)κ0w directly. If you want to keep the mean-height form, the factor that reproduces this exponent is 2√2/3. Most of the values behind these comparisons are in the numerical output below.

Computed values

```
barrier height: 3.0 eV
tunnelling mass: 0.40 electron masses
field: 10.0 MV/cm
oxide thickness: 5.0 nm
voltage drop over oxide: 5.0 V
triangle width w: 3.00 nm
kappa at the barrier top: 5.612 1/nm
exponent G, WKB integral: 22.449
exponent G_mean, mean height: 23.810
exponent with Simmons beta2: 22.818
ratio G_mean/G: 1.06066
overestimate, mean height: 6.07 %
overestimate, with beta2: 1.65 %
exact beta: 0.94281
Simmons beta2: 0.95833
variance of sqrt(phi/phi0): 0.05556
beta series through order 2: 0.95833
beta series through order 4: 0.95052
beta series through order 6: 0.94759
beta series through order 4000: 0.94281
remainder beyond order 2, low half: -0.02083
remainder beyond order 2, high half: 0.00531
exp(G_mean - G), current too small by: 3.90
same with Simmons beta2: 1.45
apparent mass: 0.3556 electron masses
apparent/true mass: 0.8889
field needed by mean-height formula: 10.61 MV/cm
drop 1 V: delta 0.200, beta 0.99832, beta2 0.99833, mean-height excess 0.17 %
drop 2 V: delta 0.500, beta 0.98904, beta2 0.98958, mean-height excess 1.11 %
drop 3 V: delta 1.000, beta 0.94281, beta2 0.95833, mean-height excess 6.07 %
emitter kinetic energy: 0.2 eV
exact transmission at 10 MV/cm: 1.753e-10
exact transmission at 5 MV/cm: 3.096e-20
log of their ratio, exact: 22.457
log of their ratio, from G: 22.449
log of their ratio, from G_mean: 23.810
prefactor T*exp(G), exact: 0.984
prefactor, leading formula: 0.968
optical permittivity (relative): 2.2
image-force lowering of the peak: 0.809 eV
exponent with image force: 20.059
exponent change by image force: -10.6 %
current factor by image force: 10.9
rounded barrier: beta 0.9489, beta2 0.9645
mean-height excess, rounded: 5.39 %
oxide gap: 9.0 eV
exponent with two-band dispersion: 20.049
exponent change by dispersion: -10.7 %
thermal current factor at 300 K: 1.159
thermal current factor at 358 K: 1.237
band step behind oxide: 1.0 eV
transmission factor by exit reflection: 1.079
```
